# Plane-averaged model potential and lattice energy in an anisotropic orthorhombic cell

## 1. A charged sheet

Take an orthorhombic cell with sides $L_x,L_y,L_z$, cross-section $A=L_xL_y$ and volume $\Omega=AL_z$. Fill it with a uniform medium whose dielectric tensor is $\mathrm{diag}(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz})$. Spread a charge $q$ evenly over the plane $z=0$, repeat the cell periodically, and neutralize it with a uniform background of density $-q/\Omega$.

Nothing varies along $x$ or $y$, so the field points along $z$. In atomic units, with $V$ the energy of a unit positive probe,

$$\varepsilon_{zz}V''(z)=-4\pi\left[\frac{q}{A}\delta(z)-\frac{q}{\Omega}\right],\qquad |z|\le L_z/2 .$$

Away from the sheet, $V''=4\pi q/(\Omega\varepsilon_{zz})$. Across it, $V'$ jumps by $-4\pi q/(A\varepsilon_{zz})$. Since $V$ is even, $V'(0^+)$ is half the jump. Two integrations give

$$V(z)=V_0-\frac{2\pi q}{A\varepsilon_{zz}}|z|+\frac{2\pi q}{\Omega\varepsilon_{zz}}z^2 .$$

The slope vanishes at $z=L_z/2$, as symmetry and periodicity require. The constant $V_0$ is a convention: I set the cell average of $V$ to zero and keep this choice throughout. The averages of $|z|$ and $z^2$ are $L_z/4$ and $L_z^2/12$, so

$$V_0=\frac{2\pi qL_z}{A\varepsilon_{zz}}\left(\frac14-\frac1{12}\right)=\frac{K}{12},\qquad K=\frac{4\pi qL_z}{A\varepsilon_{zz}},$$

$$V(z)=K\left[\frac1{12}-\frac{|z|}{2L_z}+\frac{z^2}{2L_z^2}\right].$$

The energy per cell is $\tfrac12qV(0)=qK/24$. For a sheet, then, potential and energy both contain $\varepsilon_{zz}$ alone. Any difference between them must come from localizing the charge within the plane.

## 2. Giving the sheet a thickness

Let the charge have a Gaussian distribution along $z$ with standard deviation $\sigma$. By superposition, $z$ in the sheet result becomes $z-s$, averaged over the Gaussian variable $s$. The quadratic term gives $\langle(z-s)^2\rangle=z^2+\sigma^2$.

For the other term, define $m(z)=\langle|z-s|\rangle$. Its derivative is the probability that $s<z$ minus the probability that $s>z$, which is $\mathrm{erf}(z/\sqrt2\sigma)$. Integrating, with $m(0)=\langle|s|\rangle=\sigma\sqrt{2/\pi}$,

$$m(z)=z\,\mathrm{erf}\!\left(\frac{z}{\sqrt2\,\sigma}\right)+\sigma\sqrt{\frac2\pi}\,e^{-z^2/2\sigma^2}.$$

Therefore

$$\bar V(z)=K\left[\frac1{12}+\frac{z^2+\sigma^2}{2L_z^2}-\frac{m(z)}{2L_z}\right],\qquad |z|\le L_z/2. \tag{1}$$

The sheet formula holds for displacements up to $L_z$, so (1) neglects Gaussian tails beyond $|s|=L_z/2$. As $\sigma\to0$, $m\to|z|$ and the sheet returns. At the far plane $m=L_z/2$ up to those tails, so

$$\bar V(L_z/2)=K\left[\frac1{12}+\frac18+\frac{\sigma^2}{2L_z^2}-\frac14\right]=K\left[-\frac1{24}+\frac{\sigma^2}{2L_z^2}\right].$$

For numbers I use round model parameters: sides 10, 12 and 15 Å, $(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz})=(12,8,5)$, $q=+1$ and $\sigma=1$ Å. To obtain eV with lengths in Å, the atomic-unit expressions are multiplied by $e^2/4\pi\epsilon_0=14.39965$ eV Å:

$$K=\frac{4\pi(14.39965)(15)}{(120)(5)}=4.5238\ \text{eV}.$$

At the far plane the bracket is $-1/24+1/450=-0.03944$, giving $-0.1784$ eV. At the defect plane it is $1/12+1/450-\sqrt{2/\pi}/30=0.05896$, giving $0.2667$ eV.

## 3. Localizing the charge in the plane

Now let $\rho(\mathbf r)$ be any periodic model charge with total $q$ per cell. A uniform symmetric tensor, not necessarily diagonal, costs no extra work:

$$\sum_{ij}\varepsilon_{ij}\partial_i\partial_jV=-4\pi\left(\rho-\frac q\Omega\right).$$

Average both sides over a complete $xy$ cross-section. Every term with at least one derivative along $x$ or $y$ vanishes. For instance,

$$\int_0^{L_x}\partial_x\partial_zV\,dx=\partial_zV\big|_{x=L_x}-\partial_zV\big|_{x=0}=0$$

by periodicity. Only the $zz$ term survives:

$$\varepsilon_{zz}\bar V''(z)=-4\pi\left[\frac{\lambda(z)}A-\frac q\Omega\right],\qquad \lambda(z)=\int\!\!\int\rho\,dx\,dy. \tag{2}$$

Two periodic solutions of (2) can differ by a constant, and the zero-average convention fixes it. Hence $\bar V$ contains $\varepsilon_{zz}$ and no other component. A spherical Gaussian of standard deviation $\sigma$ has the line density of section 2, so (1) is its plane average.

The same result can be read in Fourier space. With $\rho(\mathbf G)=\int_\Omega\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$,

$$V(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{\rho(\mathbf G)}{\mathbf G\cdot\varepsilon\cdot\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.$$

Plane averaging keeps $\mathbf G=(0,0,G_z)$, for which the denominator is $\varepsilon_{zz}G_z^2$.

The argument has four conditions: the medium is uniform, the average covers the whole cross-section, the shape of $\rho$ does not change with $\varepsilon$, and the zero of potential is the cell average. If the Gaussian were reshaped according to the full tensor, its width along $z$ could bring the other components back through $\sigma$.

As a test, the three-dimensional Poisson equation was solved by finite differences in real space. On a $20\times24\times30$ grid, halving $\varepsilon_{xx}$ or $\varepsilon_{yy}$ changes the $z$ profile by at most $2\times10^{-13}$ eV, which is rounding error. Halving $\varepsilon_{zz}$ should double the profile, and so change it by at most its peak value, 0.2667 eV. The grid gives 0.2688 eV. The small excess is discretization error: extrapolating from this grid and one twice as fine brings the plane averages along all three axes within $8.1\times10^{-6}$ eV of the formula.

## 4. The periodic energy

The electrostatic energy per cell is $E_{\rm per}=\tfrac12\int_\Omega\rho V\,d^3r$. The background does not contribute to this integral, because $V$ averages to zero. Inserting the Fourier series,

$$E_{\rm per}=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{\mathbf G\cdot\varepsilon\cdot\mathbf G}. \tag{3}$$

The modes along $z$ are the energy of the thick sheet. The lateral modes, absent for a sheet, describe localization within the plane, and they bring in $\varepsilon_{xx}$ and $\varepsilon_{yy}$. For a diagonal tensor,

$$\frac{\partial E_{\rm per}}{\partial\varepsilon_{ii}}=-\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2G_i^2}{(\mathbf G\cdot\varepsilon\cdot\mathbf G)^2}\le0 .$$

For the Gaussian, $\rho(\mathbf G)=q\,e^{-\sigma^2G^2/2}$ is never zero, so the inequality is strict for every axis. Numerically $E_{\rm per}=0.3456$ eV, both from (3) and from the extrapolated real-space solution.

## 5. Subtracting the isolated charge

The lattice energy is the part due to periodic repetition and the background,

$$E_{\rm lat}=E_{\rm per}-E_{\rm iso}.$$

Here $E_{\rm iso}$ is the self-energy of the same Gaussian alone in the same infinite medium. For one charge the sum $\Omega^{-1}\sum_{\mathbf G}$ becomes $\int d^3k/(2\pi)^3$:

$$E_{\rm iso}=\frac{q^2}{4\pi^2}\int\frac{e^{-\sigma^2k^2}}{\mathbf k\cdot\varepsilon\cdot\mathbf k}\,d^3k .$$

Write $\mathbf k=k\mathbf n$. The factor $k^2$ in the volume element cancels that in the denominator, the radial integral is $\sqrt\pi/(2\sigma)$, and the angular integral is $4\pi$ times an average over directions:

$$E_{\rm iso}=\frac{q^2}{2\sqrt\pi\,\sigma}\left\langle\frac1{\mathbf n\cdot\varepsilon\cdot\mathbf n}\right\rangle. \tag{4}$$

To evaluate the average, use $1/(\mathbf k\cdot\varepsilon\cdot\mathbf k)=\int_0^\infty e^{-t\,\mathbf k\cdot\varepsilon\cdot\mathbf k}dt$. The three Gaussian integrals over $\mathbf k$ then give

$$E_{\rm iso}=\frac{q^2}{4\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt{\prod_i(\sigma^2+t\varepsilon_{ii})}} .$$

Set $t=\sigma^2s/D$ with $D=\varepsilon_{xx}\varepsilon_{yy}\varepsilon_{zz}$. The first factor becomes $\sigma^2(s+\varepsilon_{yy}\varepsilon_{zz})/(\varepsilon_{yy}\varepsilon_{zz})$, and the others follow by permutation. The product of the three denominators is $D^2$, so its square root cancels the $1/D$ in $dt$. With Carlson's integral

$$R_F(a,b,c)=\frac12\int_0^\infty\frac{ds}{\sqrt{(s+a)(s+b)(s+c)}},$$

$$E_{\rm iso}=\frac{q^2}{2\sqrt\pi\,\sigma}R_F(\varepsilon_{yy}\varepsilon_{zz},\,\varepsilon_{zz}\varepsilon_{xx},\,\varepsilon_{xx}\varepsilon_{yy}).$$

In the isotropic limit $R_F(\varepsilon^2,\varepsilon^2,\varepsilon^2)=1/\varepsilon$, and the self-energy of a Gaussian divided by $\varepsilon$ returns.

The example gives $E_{\rm iso}=0.5122$ eV. As a check, $E_{\rm per}$ was computed for cells enlarged 2, 3 and 4 times and extrapolated to infinite size, with the same result to the digits shown. Thus

$$E_{\rm lat}=0.3456-0.5122=-0.1666\ \text{eV},$$

or $-0.00612$ hartree.

## 6. Does the dependence survive the subtraction?

Both terms of $E_{\rm lat}$ decrease when a component of $\varepsilon$ grows, so their difference might in principle lose that component. A limit rules this out. Hold $\varepsilon_{yy}$ and $\varepsilon_{zz}$ fixed and let $\varepsilon_{xx}\to0^+$, as a mathematical device. Every term in (3) is positive, so keeping only the modes along $x$ gives a lower bound:

$$E_{\rm per}\ge\frac{4\pi q^2}{\Omega\,\varepsilon_{xx}}\sum_{n\ge1}\frac{e^{-\sigma^2g_n^2}}{g_n^2},\qquad g_n=\frac{2\pi n}{L_x}.$$

This grows as $1/\varepsilon_{xx}$. For $E_{\rm iso}$, let $e$ be the smaller of $\varepsilon_{yy},\varepsilon_{zz}$ and let $c=n_x$. Then $\mathbf n\cdot\varepsilon\cdot\mathbf n\ge e-(e-\varepsilon_{xx})c^2$, and

$$\left\langle\frac1{\mathbf n\cdot\varepsilon\cdot\mathbf n}\right\rangle\le\int_0^1\frac{dc}{e-(e-\varepsilon_{xx})c^2}=\frac{\operatorname{artanh}\sqrt{1-\varepsilon_{xx}/e}}{\sqrt{e(e-\varepsilon_{xx})}}\simeq\frac1{2e}\ln\frac{4e}{\varepsilon_{xx}} .$$

A logarithm cannot cancel $1/\varepsilon_{xx}$, so $E_{\rm lat}\to+\infty$. For positive $\varepsilon_{xx}$ the sum and the integral are analytic functions of $\varepsilon_{xx}$. An analytic function that is constant on one interval is constant throughout, which the divergence forbids. Hence $E_{\rm lat}$ is constant in $\varepsilon_{xx}$ on no interval. The axes can be relabelled, so the same holds for $\varepsilon_{yy}$ and $\varepsilon_{zz}$. In this sense the lattice energy needs all three components.

That does not make every first derivative non-zero. In the opposite limit, $\varepsilon_{xx}\to\infty$, the $t$-integral for $E_{\rm iso}$ tends to zero, while $E_{\rm per}$ tends to its positive sum over modes with $G_x=0$. So $E_{\rm lat}$ is positive at both ends; at $\varepsilon_{xx}=10^8$ it is 0.222 eV. At $\varepsilon_{xx}=12$ it is negative, so there must be a minimum in between. It lies at $\varepsilon_{xx}=0.844$, where $E_{\rm lat}=-0.395$ eV. A static dielectric constant below 1 is outside the range of ordinary crystals, but the point shows that the first-order sensitivity can vanish.

The sensitivities at the actual parameters obey a sum rule. Multiplying the whole tensor by $\lambda$ divides both energies by $\lambda$. Differentiating $E_{\rm lat}(\lambda\varepsilon)=E_{\rm lat}(\varepsilon)/\lambda$ at $\lambda=1$ gives

$$\sum_i\varepsilon_{ii}\frac{\partial E_{\rm lat}}{\partial\varepsilon_{ii}}=-E_{\rm lat}.$$

The $x$, $y$ and $z$ terms are $0.1039$, $0.0644$ and $-0.0018$ eV, and their sum is $0.1666$ eV as required. The last term is unexpectedly small. In this cell the lattice energy is almost stationary in $\varepsilon_{zz}$, the one component that sets the $z$ profile: raising $\varepsilon_{zz}$ by 10% raises $E_{\rm lat}$ by about 0.0002 eV, and lowering it by 10% raises $E_{\rm lat}$ by about 0.0007 eV. This near-cancellation belongs to these parameters. The slope is negative here, and $E_{\rm lat}$ must become positive at large $\varepsilon_{zz}$, so a minimum lies above $\varepsilon_{zz}=5$. It is close by, at $\varepsilon_{zz}=5.11$, which is why a change of either sign in the 10% example raises the energy.

## 7. What a flat alignment curve can show

In a charged-defect calculation, the model profile is subtracted from the plane-averaged defect-induced potential of the supercell. The value of the difference far from the defect is the alignment constant. Suppose that the supercell really behaves as the model with $\varepsilon_{xx}=12$, but $\varepsilon_{xx}=6$ is entered in the correction, with all else fixed.

Along $z$ nothing changes. The difference curve is as flat as before, and the alignment constant is the same. The energies do change:

- $E_{\rm per}$ rises from 0.3456 to 0.4113 eV.
- $E_{\rm iso}$ rises from 0.5122 to 0.6512 eV.
- $E_{\rm lat}$ falls from $-0.1666$ to $-0.2399$ eV.

A correction that removes $E_{\rm lat}$ adds $-E_{\rm lat}$ to the supercell energy, so it is now too large by 0.073 eV, or 44% of the correct value. For a known total charge, a plateau along $z$ therefore tests $\varepsilon_{zz}$, but gives no evidence about $\varepsilon_{xx}$ or $\varepsilon_{yy}$. Nor does it test the width of the model charge: away from the charge, $\sigma$ enters (1) only through the constant $K\sigma^2/(2L_z^2)$, which shifts the plateau but leaves it flat.

The profile along $x$ reveals the error. By relabelling the axes in (2), it is inversely proportional to $\varepsilon_{xx}$. Its defect-plane value doubles from 0.0406 to 0.0812 eV, and its far-plane value from $-0.0307$ to $-0.0614$ eV. Where the model charge is negligible, each profile has curvature

$$\bar V''=\frac{4\pi q}{\Omega\,\varepsilon_{ii}},$$

so a wrong component leaves a parabola in the difference curve along its own axis. Applied to the real-space solution, the three far curvatures return 12.001, 8.000 and 5.000.

Potentials sampled at single sites behave differently, because the lateral modes do not average out. At $(L_x/2,L_y/2,0)$, in the defect plane, halving $\varepsilon_{xx}$ changes the potential from 0.051 to 0.020 eV. Alignment at such sites needs the other components too.

## 8. Where the separation fails

If the tensor varies with $z$ alone, the average of section 3 still works: the left side of (2) becomes $\partial_z[\varepsilon_{zz}(z)\partial_z\bar V]$. Lateral variation is different. For a diagonal tensor, split $\varepsilon_{zz}$ and $V$ into plane averages and remainders $\delta\varepsilon_{zz}$, $\delta V$. The averaged flux is

$$\overline{\varepsilon_{zz}\,\partial_zV}=\bar\varepsilon_{zz}\,\partial_z\bar V+\overline{\delta\varepsilon_{zz}\,\partial_z\delta V}.$$

The remainder $\delta V$ solves a three-dimensional problem, so it carries $\varepsilon_{xx}$ and $\varepsilon_{yy}$ into the profile.

To size this, all three components were multiplied by $1+0.3\cos(4\pi x/L_x)$, a 30% ripple of period 5 Å. The charge sits on a maximum of the ripple. The $z$ profile changes by at most 0.0020 eV, and $E_{\rm per}$ by $-0.0013$ eV on the coarse grid, or $-0.0011$ eV when converged. Halving $\varepsilon_{xx}$ with the ripple present now changes the $z$ profile by up to 0.0015 eV. The separation is lost, though only weakly for this ripple.

These sizes depend on where the charge sits and on the period. With the charge on a minimum of the same ripple, $E_{\rm per}$ rises by 0.010 eV, and halving $\varepsilon_{xx}$ changes the $z$ profile by up to 0.0030 eV. With a period of 10 Å, $E_{\rm per}$ shifts by $-0.04$ eV on a maximum and $+0.06$ eV on a minimum. Most of this is a change of the self-energy, which appears in $E_{\rm iso}$ as well: with $E_{\rm iso}$ taken in the same rippled medium, $E_{\rm lat}$ moves by less than 0.01 eV in both cases.

An off-diagonal component is harmless to the profile. With $\varepsilon_{xz}=2$ the $z$ profile changes by rounding error, $4\times10^{-14}$ eV, as section 3 requires, while $E_{\rm per}$ rises by about 0.003 eV.

The width of the charge matters too. Increasing $\sigma$ from 1 to 1.5 Å raises the far-plane value by $K(1.5^2-1^2)/(2L_z^2)=0.0126$ eV, and $E_{\rm lat}$ by 0.0032 eV. For $q=1$ these shifts differ by 0.0094 eV, so they cannot fully cancel in the total correction, whichever sign the alignment term carries. The mismatch comes from placing a spherical charge in an anisotropic medium. For the same change of width, the plateau shifts by 0.0052, 0.0079 and 0.0126 eV along $x$, $y$ and $z$, so it depends on the axis chosen. The two shifts are equal for $q=1$ in an isotropic medium, and also in the anisotropic one if the variances are shaped as $\sigma_i^2\propto\varepsilon_{ii}$, as long as the Gaussian and its images do not overlap.

Beside real crystals, components between 5 and 12 lie in the rough range of strongly anisotropic semiconductors. A ratio of 2.4 between the largest and smallest is on the strong side, and sides of 10 to 15 Å make a fairly small defect supercell. Real crystals break the assumption of a uniform medium on the atomic scale; the 5 Å ripple shifts $E_{\rm per}$ by anything from about $-1$ to $+10$ meV, depending on where the charge sits, but it is a model of that variation and not a bound. The tensor must also match the calculation: the electronic one if the ions are held fixed, the static one if they relax. For this example, halving $\varepsilon_{xx}$ moves $E_{\rm lat}$ by more than any of the neglected effects sized here. The numerical output lists the parameters and most of the values quoted.

## Computed values

```
Cell sides x, y, z (angstrom): 10.0 12.0 15.0
Volume (angstrom^3): 1800.0
eps_xx, eps_yy, eps_zz: 12.0 8.0 5.0
Model charge (e): 1; Gaussian width (angstrom): 1.0
Coulomb constant (eV angstrom): 14.39965
Prefactor of z profile (eV): 4.52378
z profile at defect plane (eV): 0.26672
z profile at z = Lz/4 (eV): -0.03708
z profile at far plane (eV): -0.17844
Largest profile error, formula vs 3D grid (eV): 8.1e-06
eps from far curvatures x, y, z: 12.001 8.000 5.000
Max z-profile change, eps_xx halved (eV): 9.6e-14
Max z-profile change, eps_yy halved (eV): 2.1e-13
Max z-profile change, eps_zz halved (eV): 0.2688
E_per, reciprocal sum (eV): 0.34563
E_per, 3D grid (eV): 0.34562
E_iso, Carlson formula (eV): 0.51223
E_iso, large-cell limit (eV): 0.51223
E_lat (eV): -0.16660
E_lat (hartree): -0.006122
eps_xx * dE_lat/deps_xx (eV): 0.10394
eps_yy * dE_lat/deps_yy (eV): 0.06443
eps_zz * dE_lat/deps_zz (eV): -0.00177
Halved eps_xx: 6.0
E_per with eps_xx halved (eV): 0.41133
E_iso with eps_xx halved (eV): 0.65121
E_lat with eps_xx halved (eV): -0.23988
Change of E_lat, eps_xx halved (eV): -0.07328
x profile at defect plane, original, halved (eV): 0.04058 0.08116
x profile at far plane, original, halved (eV): -0.03072 -0.06143
Site (Lx/2,Ly/2,0), original, halved (eV): 0.0514 0.0200
eps_xx at which E_lat is stationary: 0.844
E_lat at that eps_xx (eV): -0.39534
E_lat at eps_xx = 1e8 (eV): 0.2221
Broader charge width (angstrom): 1.5
E_lat change, broader charge (eV): 0.00319
Far z-plane change, broader charge (eV): 0.01257
Off-diagonal eps_xz: 2.0
Max z-profile change from eps_xz (eV): 3.7e-14
E_per change from eps_xz (eV): 0.0026
Relative lateral dielectric ripple: 0.3
Ripple period along x (angstrom): 5.0
Max z-profile change from ripple (eV): 0.0020
E_per change from ripple (eV): -0.0013
With ripple, z-profile change, eps_xx halved (eV): 0.0015
```
